# The Saffman-Taylor finger without surface tension: a family of undetermined width

## Problem

A viscous liquid fills the gap $b$ between two horizontal plates, in a long straight channel $|y|<W/2$. A gas of negligible viscosity pushes it in the $+x$ direction. Averaged over the gap, the liquid velocity is

$$\mathbf u=\nabla\varphi,\qquad \varphi=\frac{b^2}{12\mu}\,(p_{\rm f}-p),$$

where $\mu$ is the viscosity, $p$ the liquid pressure and $p_{\rm f}$ the uniform pressure in the gas finger. The liquid is incompressible, so $\nabla^2\varphi=0$. The remaining conditions are:

- $\varphi=0$ on the interface (no surface tension);
- the interface moves with the normal velocity of the liquid, $v_n=\partial_n\varphi$;
- $\partial_y\varphi=0$ at $y=\pm W/2$;
- $\mathbf u\to V\hat{\mathbf x}$ far ahead, with $V$ given.

Consider a finger that fills a fraction $\lambda$ of the channel, $0<\lambda<1$:

$$x-Ut=\frac{W(1-\lambda)}{\pi}\ln\cos\frac{\pi y}{\lambda W},\qquad |y|<\frac{\lambda W}{2}. \tag{1}$$

(a) Find the speed $U$ that a steady finger of this width must have.
(b) Find the flow around it and decide for which $\lambda$ all the conditions hold.
(c) Discuss the tip, the limits of $\lambda$ and what the result says about the width.
(d) For a cell with $W=100$ mm, $b=0.2$ mm, $V=0.5$ mm/s, $\mu=0.1$ Pa s and surface tension $\gamma=20$ mN/m, evaluate the finger and estimate what the model neglects.

The same equations describe quasi-static growth of an adatom island edge in a channel with reflecting sides. There $\varphi=\Omega D(c-c_{\rm eq})$, with $\Omega$ the area per atom, $D$ the diffusivity and $c$ the adatom density. This requires isotropic diffusion in a dilute adatom layer, fast attachment, no line tension, no deposition or desorption, and no supply of atoms from the top of the island.

## Solution

### (a) Speed

Far behind the tip, liquid remains in two strips of width $(1-\lambda)W/2$. On one side of a strip $\varphi=0$, on the other $\partial_y\varphi=0$. The slowest mode compatible with these conditions is a quarter wave across the strip, which decays with distance $d$ behind the tip as $\exp\{-\pi d/[(1-\lambda)W]\}$. The liquid there is at rest.

The flux far ahead must therefore come entirely from the advancing interface. With $n_x\,ds=dy$ along the interface, a steady finger supplies $\int U n_x\,ds=U\lambda W$. Hence

$$VW=U\lambda W,\qquad U=\frac V\lambda. \tag{2}$$

### (b) Flow

**Interface condition.** Use the frame of the tip for positions, so that $x$ now stands for $x-Ut$, but keep velocities relative to the plates. Let $z=x+iy$ and $w=\varphi+i\psi$, with $dw/dz=u-iv$. Then $\partial_y\psi=u$ and $\partial_x\psi=-v$. Along the interface, traversed with $y$ increasing, the normal into the liquid satisfies $\mathbf n\,ds=(dy,-dx)$, so

$$v_n\,ds=u\,dy-v\,dx=d\psi .$$

Steady advance means $v_n=Un_x$, that is $d\psi=U\,dy$. With $\psi=0$ on the centreline,

$$\psi=Uy\quad\text{on }\varphi=0. \tag{3}$$

The walls are the streamlines $\psi=\pm VW/2$. In the $w$ plane the liquid should thus occupy the half-strip $\varphi>0$, $|\psi|<VW/2$.

**Constructing the map.** Let $F=z-w/V$, so that $\operatorname{Im}F=y-\psi/V$. This vanishes on the walls and far ahead. On $\varphi=0$, equations (2) and (3) give $y=\lambda\psi/V$, so $\operatorname{Im}F=-(1-\lambda)\psi/V$. With $k=2\pi/(VW)$, the Fourier series of this linear function follows from

$$\psi=\frac2k\sum_{n\ge1}\frac{(-1)^{n+1}}{n}\sin nk\psi,\qquad |\psi|<\frac{\pi}{k}.$$

Each sine extends into the half-strip as the decaying harmonic function $e^{-nk\varphi}\sin nk\psi=-\operatorname{Im}q^n$, where $q=e^{-kw}$. Therefore

$$\operatorname{Im}F=\frac{2(1-\lambda)}{kV}\operatorname{Im}\sum_{n\ge1}\frac{(-1)^{n+1}q^n}{n}
=\frac{W(1-\lambda)}{\pi}\operatorname{Im}\ln(1+q).$$

Since $|y|\le W/2$ and $|\psi|\le VW/2$, $\operatorname{Im}F$ is bounded. This excludes extra terms such as $q/(1+q)^2$, which are real on the whole boundary but diverge at the corners $q=-1$. $F$ is then fixed up to a real constant, which is chosen to put the tip at $z=0$:

$$z=\frac wV+\frac{W(1-\lambda)}{\pi}\ln\frac{1+q}{2},\qquad q=e^{-2\pi w/(VW)}. \tag{4}$$

**Boundaries.** On $\varphi=0$ put $\theta=2\pi\psi/(VW)$. Since $(1+e^{-i\theta})/2=\cos(\theta/2)\,e^{-i\theta/2}$, the two parts of (4) are

$$y=\frac\psi V-\frac{W(1-\lambda)}{\pi}\,\frac{\pi\psi}{VW}=\frac{\lambda\psi}{V},\qquad
x=\frac{W(1-\lambda)}{\pi}\ln\cos\frac{\pi\psi}{VW}.$$

The first is (3). Substituting $\psi/V=y/\lambda$ in the second gives the curve (1).

On $\psi=\pm VW/2$, $q=-e^{-2\pi\varphi/(VW)}$ and $1+q$ is positive. The logarithm is real and $y=\pm W/2$, as required. Along each wall $x$ increases from $-\infty$ to $+\infty$, because both $\varphi/V$ and $\ln(1+q)$ increase with $\varphi$. Far ahead $q\to0$ and $dw/dz\to V$.

**The map is one-to-one.** Without this property $\varphi$ would not be a single-valued potential in the liquid. Differentiating (4) with $dq/dw=-2\pi q/(VW)$,

$$V\frac{dz}{dw}=1-2(1-\lambda)\frac{q}{1+q}=2\lambda-1+\frac{2(1-\lambda)}{1+q}. \tag{5}$$

For $|q|<1$,

$$\operatorname{Re}\frac1{1+q}-\frac12=\frac{1-|q|^2}{2|1+q|^2}>0 .$$

Since $1-\lambda>0$, it follows that

$$\operatorname{Re}\left(V\frac{dz}{dw}\right)>2\lambda-1+(1-\lambda)=\lambda>0. \tag{6}$$

On $\varphi=0$ the real part equals $\lambda$. Two different points $w_1,w_2$ of the half-strip can be joined by a straight segment inside it, and

$$\frac{z_2-z_1}{w_2-w_1}=\int_0^1\frac{dz}{dw}\bigg|_{w_1+s(w_2-w_1)}ds$$

has a positive real part. Hence $z_1\ne z_2$. This also holds for boundary points other than the corners $q=-1$, which are sent to $x=-\infty$.

**The map covers all the liquid.** The image of the open half-strip is open and connected, and by the previous result it does not meet the finger or the walls. Suppose image points $z(w_j)$ converge to a finite point off these curves. The $w_j$ cannot run to $\varphi=\infty$ or to a corner, since $|x|$ would diverge. They therefore have a limit point in the half-strip, and it is not on the boundary. The image is thus also closed relative to the complement of the curves, so it is one whole connected piece of that complement. It contains points far ahead, so it is the liquid region.

All the conditions hold for every $\lambda$ with $0<\lambda<1$.

**Velocity.** Inverting (5),

$$u-iv=\frac{V(1+q)}{1+(2\lambda-1)q}. \tag{7}$$

Because $|2\lambda-1|<1$, the denominator has no zero for $|q|\le1$. At the tip $q=1$ and $u=V/\lambda=U$. In the tails $q\to-1$ and the liquid is at rest. By (6), the speed inside the liquid is below $U$.

**Numerical test from the curve alone.** The Laplace problem was also solved without the map, by a boundary integral with 601 nodes on curve (1), given only $\varphi=0$ there and the total flux $VW$. For $\lambda=0.1,0.2,\dots,0.9$, the forward speed $v_n/n_x$ over the central 98% of the finger width varied by at most $2.6\times10^{-6}$ of $U$. Its mean agreed with $V/\lambda$ to the printed digits. The imposed flux fixes the mean once the speed is uniform, so the uniformity is the real test. When the $\lambda=0.5$ curve was stretched lengthwise by 1.3, the speed over the same central 98% varied by 58% of its mean over the nodes, and it falls further still closer to the sides: that shape does not advance steadily.

### (c) Tip, limits and width

Near the tip $\ln\cos s\approx-s^2/2$, so

$$x\approx-\frac{\pi(1-\lambda)}{2\lambda^2W}\,y^2=-\frac{y^2}{2R},\qquad R=\frac{\lambda^2W}{\pi(1-\lambda)}. \tag{8}$$

The ratio $R/(\lambda W)=\lambda/[\pi(1-\lambda)]$ depends on $\lambda$, so the fingers are different shapes and not enlargements of one shape.

As $\lambda\to1$, the curve at any fixed $|y|<W/2$ tends to the flat front $x=0$, with $U\to V$. As $\lambda\to0$, the tip radius vanishes and $U\to\infty$, so there is no limiting finger of finite speed. At $\lambda=1/2$, equation (7) reduces to $u-iv=V(1+q)$ and the tip moves at $2V$.

Given $V$ and $W$, equation (2) links speed to width, but no condition is left to fix either. The steady zero-tension problem does not select the width. This shows existence of the symmetric family (1); it says nothing about stability or about other steady shapes.

In the simplest model, surface tension would replace $\varphi=0$ by $\varphi=(b^2/12\mu)\gamma\kappa$, with $\kappa$ the in-plane curvature, positive at the tip. This contains second derivatives of the unknown curve, which are absent at $\gamma=0$. A small tension term therefore cannot be assumed harmless for the choice of width, even where it hardly changes the local pressure.

### (d) A Hele-Shaw cell

The given values are rough but typical for air displacing a silicone-type oil. For $\lambda=0.5$,

$$U=\frac{0.5}{0.5}=1.0\ \text{mm/s},\qquad R=\frac{0.25\times100}{0.5\,\pi}=15.9\ \text{mm}.$$

At 90% of the finger width, $y=0.45\lambda W$, the interface lies $-(50/\pi)\ln\cos(0.45\pi)=29.5$ mm behind the tip. At the same $V$ and $W$:

| $\lambda$ | $\lambda W$ (mm) | $U$ (mm/s) | $R$ (mm) |
|---|---|---|---|
| 0.3 | 30 | 1.67 | 4.1 |
| 0.5 | 50 | 1.00 | 15.9 |
| 0.7 | 70 | 0.71 | 52.0 |

**In-plane tension.** A scale for the viscous pressure drop near the tip is the pressure gradient at the tip times $R$. The actual drop over a distance $R$ ahead is 20–30% smaller for the fingers in the table, because the liquid slows down there. The scale is

$$\frac{12\mu UR}{b^2}=\frac{12\times0.1\times10^{-3}\times0.0159}{4\times10^{-8}}\approx477\ \text{Pa}$$

for $\lambda=0.5$. In the simplest model the tension pressure is $\gamma/R\approx1.3$ Pa, about 0.3% of it. For $\lambda=0.3$ the ratio is about 2%. When the liquid wets the plates and $b\ll R$, the in-plane part of the pressure jump is smaller by a factor $\pi/4$, which gives 1.0 Pa for $\lambda=0.5$.

**Wetting film.** Real oil that wets the plates leaves a film of some thickness $t$ on each. In the frame of the meniscus the plate moves at $-U$. The film, of height $h(s)$, has pressure $-\gamma h''$ relative to the gas and no shear at its free surface. Its flux is $-Uh+\gamma h^3h'''/(3\mu)$, which must equal $-Ut$. With ${\rm Ca}=\mu U/\gamma$, $h=tH$ and $s=t(3{\rm Ca})^{-1/3}S$, this becomes

$$H'''=\frac{H-1}{H^3}.$$

Integrated from the flat film $H=1$, the solution approaches $H\approx PS^2/2+Q$, with $P\approx0.643$ and $Q\approx2.9$ from numerical integration. Its curvature $P(3{\rm Ca})^{2/3}/t$ must match that of the meniscus across the gap, whose radius is $b/2-Qt\approx b/2$. The fraction of the gap left as film is then, to leading order in small Ca,

$$f=\frac{2t}{b}=P(3{\rm Ca})^{2/3}.$$

The smaller meniscus radius raises the pressure jump by $(2\gamma/b)Qf$. The constant part $2\gamma/b$ only shifts the reference pressure.

For $\lambda=0.5$, ${\rm Ca}=0.005$ and $f=0.643\times0.015^{2/3}=3.9\%$ at the tip. Keeping $Qt$ in the meniscus radius would lower this to 3.5%. The extra jump is $200\times2.9\times0.039\approx23$ Pa, or about 5% of the viscous pressure scale above. It falls towards the sides, where the normal speed vanishes, so the interface is not quite at constant $\varphi$. For $\lambda=0.3$ it reaches 16%, and the zero-tension model is then only a rough guide to the tip.

**Comparison with a real cell.** The film is the largest of the estimated corrections. Since the gas does not fill the whole gap, flux balance raises $U$ at fixed $\lambda$ and $V$ by up to a factor $1/(1-f)$, about 4% for $\lambda=0.5$. The film thins towards the sides as $n_x^{2/3}$, and averaging it over the width gives about 3%. The other ratios are smaller there: $b/R=0.013$, inertia to viscous drag $2\times10^{-6}$ (for an oil density $\rho=970$ kg/m³), gas to oil viscosity $2\times10^{-4}$, and the hydrostatic pressure across the gap, $\rho gb\approx2$ Pa, about 1% of $2\gamma/b$. These estimates concern local pressure and speed, and do not determine which width a real finger adopts.

Nor do they show that the finger is stable. With the simple in-plane tension $\gamma\kappa$ and the film left out, a ripple of wavenumber $k$ on a flat front moving at $U$ grows at the rate $Uk-b^2\gamma k^3/(12\mu)$. This is largest at the wavelength $\pi b/\sqrt{\rm Ca}\approx8.9$ mm for $\lambda=0.5$, much less than the finger width of 50 mm. This flat-front rate does not decide the matter for a finger. On the curved front a ripple is carried from the tip to the sides and grows only by a finite factor, which increases with the ratio of tip radius to wavelength. Whether the tip of a real finger in this cell splits depends on that factor and on the size of the disturbances, neither of which is computed here. The steady finger is an idealised solution, not a forecast of what the cell will show. The remaining values are in the numerical output.

## Computed values

```
Laplace solution from the curve alone (W = V = 1, dimensionless)
lam  mean speed  1/lam    rel.spread  min Re(dz/dw)
0.1   10.00000  10.00000    1.3e-06     0.1141
0.2    5.00000   5.00000    1.5e-06     0.2126
0.3    3.33333   3.33333    1.8e-06     0.3110
0.4    2.50000   2.50000    1.9e-06     0.4094
0.5    2.00000   2.00000    2.0e-06     0.5079
0.6    1.66667   1.66667    2.0e-06     0.6063
0.7    1.42857   1.42857    2.1e-06     0.7047
0.8    1.25000   1.25000    2.6e-06     0.8031
0.9    1.11111   1.11111    1.8e-06     0.9016
largest potential error in fluid, units of V W: 5.8e-08
largest velocity error in fluid, units of U: 2.6e-07
control, lam = 0.5 stretched lengthwise by 1.3:
  (max - min)/mean of forward speed: 0.576
film constants P, Q: 0.643, 2.89
  shift of Q on doubling range: 0.005
Example: horizontal Hele-Shaw cell, rough typical values
channel width W = 100 mm, gap b = 0.2 mm
far speed V = 0.5 mm/s
oil viscosity = 0.10 Pa s, density = 970 kg/m3
tension = 20 mN/m
far pressure gradient = 15.0 kPa/m
air/oil viscosity ratio = 1.8e-04
lam = 0.3: finger width 30 mm, U = 1.667 mm/s
  tip radius R = 4.09 mm, b/R = 0.0489
  distance behind tip at 90% of width: 41.34 mm
  capillary number mu U/tension = 0.00833
  gap fraction left as wetting film = 5.50 %
  viscous pressure drop over R = 204.6 Pa
  in-plane tension / this drop = 2.388 %
  film meniscus pressure / this drop = 15.56 %
  inertia / viscous drag = 1.3e-05
lam = 0.5: finger width 50 mm, U = 1.000 mm/s
  tip radius R = 15.92 mm, b/R = 0.0126
  distance behind tip at 90% of width: 29.53 mm
  capillary number mu U/tension = 0.00500
  gap fraction left as wetting film = 3.91 %
  viscous pressure drop over R = 477.5 Pa
  in-plane tension / this drop = 0.263 %
  film meniscus pressure / this drop = 4.74 %
  inertia / viscous drag = 2.0e-06
lam = 0.7: finger width 70 mm, U = 0.714 mm/s
  tip radius R = 51.99 mm, b/R = 0.0038
  distance behind tip at 90% of width: 17.72 mm
  capillary number mu U/tension = 0.00357
  gap fraction left as wetting film = 3.13 %
  viscous pressure drop over R = 1114.1 Pa
  in-plane tension / this drop = 0.035 %
  film meniscus pressure / this drop = 1.62 %
  inertia / viscous drag = 4.4e-07
```
